# Why the Hohenberg–Kohn Proof Fails for the Density and Physical Current: test program

```python
# Result under test (Hartree units, H = sum (p+A)^2/2 + v + W, j = jp + rho*A).
# Ground states psi of (v,A), psi' of (v',A'); a = A'-A;
# d1 = <psi|H'|psi> - E', d2 = <psi'|H|psi'> - E.  Then
#   d1+d2 = int(rho-rho')(u'-u) + int(jp-jp')a,  u = v + A^2/2
#         = int(rho-rho')(v'-v) + int(j-j')a + (1/2)int(rho+rho')a^2,
# so equal (rho,j) gives d1+d2 = int rho a^2 > 0: no Hohenberg-Kohn contradiction.
# Counterexample: 2 spinless electrons on a ring, flux 0 and 1/2, same rho, j = 0,
# v' = eps + (sqrt rho)''/(2 sqrt rho) - theta'^2/2, theta' = c/rho, c = pi/int(1/rho).
# Operators are matrices in plane waves or oscillator states; densities are on a grid.
import numpy as np
from scipy.linalg import eigh
from scipy.special import mathieu_a, mathieu_b
from scipy.constants import physical_constants as pc

EV = pc["Hartree energy in eV"][0]
R, G = 2.0, 1024
L = 2*np.pi*R
s = L*np.arange(G)/G
ds = L/G
x = s/R
zero = np.zeros(G)
def integ(f): return float(np.sum(f)*ds)
def out(label, val, unit=""): print(f"{label} = {val:.6f} {unit}".rstrip())

class Ring:
    def __init__(self, M):
        self.n = np.arange(-M, M+1)
        self.p = self.n/R
        self.B = np.exp(1j*np.outer(x, self.n))/np.sqrt(L)
    def mult(self, f):
        return (np.fft.fft(f)/G)[(self.n[:, None]-self.n[None, :]) % G]
    def h(self, v, A):
        FA = self.mult(A)
        return (np.diag(0.5*self.p**2) + 0.5*(self.p[:, None]+self.p[None, :])*FA
                + self.mult(v+0.5*A**2))
    def dens(self, gam):
        rho = np.real(np.sum((self.B@gam)*self.B.conj(), 1))
        jp = np.real(np.sum(((self.B*self.p)@gam)*self.B.conj(), 1))
        return rho, jp
    def proj(self, f): return self.B.conj().T@f*ds

# ---------- two interacting electrons, exact diagonalization ----------
r2 = Ring(16)
K = len(r2.n)
I = np.eye(K)
g = 0.2
S = r2.mult(np.exp(1j*x))
W = 0.5*g*(np.kron(S, S.conj().T)+np.kron(S.conj().T, S))   # g cos((s1-s2)/R)
ii, jj = np.triu_indices(K, 1)
ia, ib = ii*K+jj, jj*K+ii
def H2(v, A):
    h = r2.h(v, A)
    H = np.kron(h, I)+np.kron(I, h)+W
    return H[np.ix_(ia, ia)]-H[np.ix_(ia, ib)]
def solve2(v, A):
    H = H2(v, A)
    e, c = eigh(H, subset_by_index=[0, 1])
    assert e[1]-e[0] > 1e-3
    C = np.zeros((K, K), complex)
    C[ii, jj] = c[:, 0]/np.sqrt(2)
    C[jj, ii] = -c[:, 0]/np.sqrt(2)
    rho, jp = r2.dens(2*C@C.conj().T)
    return H, e[0], c[:, 0], rho, jp
def ev(H, c): return float(np.real(c.conj()@H@c))

v1, A1 = 0.3*np.cos(2*x)+0.1*np.sin(x), 0.15+0.1*np.cos(x)
v2, A2 = 0.2*np.cos(x)-0.25*np.cos(2*x), 0.05-0.15*np.sin(2*x)
Ha, Ea, ca, ra, pa = solve2(v1, A1)
Hb, Eb, cb, rb, pb = solve2(v2, A2)
a = A2-A1
ja, jb = pa+ra*A1, pb+rb*A2
d1, d2 = ev(Hb, ca)-Eb, ev(Ha, cb)-Ea
u1, u2 = v1+A1**2/2, v2+A2**2/2
para = integ((ra-rb)*(u2-u1))+integ((pa-pb)*a)
lin = integ((ra-rb)*(v2-v1))+integ((ja-jb)*a)
dia = 0.5*integ((ra+rb)*a**2)
assert d1 > 0 and d2 > 0 and dia > 1e-3
assert abs(d1+d2-para) < 1e-10 and abs(d1+d2-lin-dia) < 1e-10
assert np.ptp(ja) < 1e-7 and np.ptp(pa) > 1e-3          # j, not jp, is conserved
H0 = H2(zero, zero)
drop1 = ev(Hb, ca)-(ev(H0, ca)+integ(ja*A2)+integ(ra*(v2-A2**2/2)))
drop2 = ev(Ha, cb)-(ev(H0, cb)+integ(jb*A1)+integ(rb*(v1-A1**2/2)))
assert abs(drop1-integ(ra*A2*a)) < 1e-10 and abs(drop2+integ(rb*A1*a)) < 1e-10
b, lam = 0.2+0.3*np.cos(x), 1e-3
dE = (solve2(v1, A1+lam*b)[1]-solve2(v1, A1-lam*b)[1])/(2*lam)
assert abs(dE-integ(ja*b)) < 1e-6 and abs(dE-integ(pa*b)) > 1e-3
Am = (A1+A2)/2
assert solve2((u1+u2)/2-Am**2/2, Am)[1] > (Ea+Eb)/2      # concavity in (u,A)
dchi_g = (0.5*np.cos(x)-0.4*np.sin(2*x))/R               # chi = 0.5 sin x + 0.2 cos 2x
Hg, Eg, cg, rg, pg = solve2(v1, A1+dchi_g)
assert abs(Eg-Ea) < 1e-8 and np.max(abs(rg-ra)) < 1e-7
assert np.max(abs(pg+rg*(A1+dchi_g)-ja)) < 1e-7
dg, ovg = ev(Hg, ca)-Eg, abs(cg.conj()@ca)
assert abs(dg-0.5*integ(ra*dchi_g**2)) < 1e-7 and ovg < 0.999
print("# interacting ring pair, W = g cos((s1-s2)/R), x = s/R")
print("v=0.3cos2x+0.1sinx, A=0.15+0.1cosx (a.u.)")
print("v'=0.2cosx-0.25cos2x, A'=0.05-0.15sin2x (a.u.)")
out("R", R, "bohr"); out("g", g, "Ha")
out("E", Ea, "Ha"); out("E'", Eb, "Ha"); out("d1", d1, "Ha"); out("d2", d2, "Ha")
out("terms linear in rho-rho', j-j'", lin, "Ha"); out("(1/2)int(rho+rho')a^2", dia, "Ha")
out("dropped term in d1", drop1, "Ha"); out("dropped term in d2", drop2, "Ha")
out("gauge pair chi=0.5sinx+0.2cos2x: d1", dg, "Ha"); out("gauge pair |overlap|", ovg)

# ---------- Fock-Darwin dot in a Cartesian oscillator basis ----------
nb, w0, om, B1, B2 = 24, 1.2, 1.0, 1.0, 2.0
low = np.diag(np.sqrt(np.arange(1, nb+2)), 1)
X = (low+low.T)/np.sqrt(2*w0)
P = 1j*np.sqrt(w0/2)*(low.T-low)
X2, P2, X, P, J = (X@X)[:nb, :nb], (P@P)[:nb, :nb], X[:nb, :nb], P[:nb, :nb], np.eye(nb)
rr = np.kron(X2, J)+np.kron(J, X2)
Lz = np.kron(X, P)-np.kron(P, X)
def Hfd(B): return 0.5*(np.kron(P2, J)+np.kron(J, P2))+0.5*B*Lz+(B*B/8+om*om/2)*rr
(e1, c1), (e2, c2) = [eigh(Hfd(B), subset_by_index=[0, 0]) for B in (B1, B2)]
c1, c2, dB = c1[:, 0], c2[:, 0], B2-B1
O1, O2 = np.sqrt(om**2+B1**2/4), np.sqrt(om**2+B2**2/4)
sfd = ev(Hfd(B2), c1)-e2[0]+ev(Hfd(B1), c2)-e1[0]
lfd = dB/2*(ev(Lz, c1)-ev(Lz, c2))+dB/4*(B1*ev(rr, c1)-B2*ev(rr, c2))
qfd = dB**2/8*(ev(rr, c1)+ev(rr, c2))
assert abs(e1[0]-O1) < 1e-9 and abs(e2[0]-O2) < 1e-9
assert abs(sfd-0.5*(O1-O2)**2*(1/O1+1/O2)) < 1e-9
assert abs(lfd-dB/4*(B1/O1-B2/O2)) < 1e-9 and lfd < 0 < sfd
assert abs(sfd-lfd-qfd) < 1e-9
print("# Fock-Darwin dot")
out("omega", om, "Ha"); out("B", B1, "a.u."); out("B'", B2, "a.u.")
out("E=Omega", e1[0], "Ha"); out("E'=Omega'", e2[0], "Ha"); out("d1+d2", sfd, "Ha")
out("int(j-j')a", lfd, "Ha"); out("(1/2)int(rho+rho')a^2", qfd, "Ha")

# ---------- one electron: circulation of j/rho gives the flux ----------
rg1 = Ring(80)
e, c = eigh(rg1.h(v1, A1))
ro, po = rg1.dens(np.outer(c[:, 0], c[:, 0].conj()))
circ = integ((po+ro*A1)/ro)/(2*np.pi)
dif = circ-integ(A1)/(2*np.pi)
assert abs(dif-round(dif)) < 1e-9
out("N=1 ring (v,A above): int(j/rho)/2pi", circ); out("flux", integ(A1)/(2*np.pi), "quanta")

# ---------- counterexample on the ring ----------
V, N = 0.25, 2
q = V*R**2
v = V*np.cos(2*x)
h1 = rg1.h(v, zero)
e, c = eigh(h1)
ref = np.array([mathieu_a(0, q), mathieu_b(1, q), mathieu_a(1, q)])/(2*R**2)
assert np.max(abs(e[:3]-ref)) < 1e-8 and e[2]-e[1] > 0.01
C1 = c[:, :N]
f0, f1, f2 = [(rg1.B*(1j*rg1.p)**k)@C1 for k in range(3)]
rho, jp1 = rg1.dens(C1@C1.conj().T)
rd = 2*np.real(np.sum(f1*f0.conj(), 1))
rdd = 2*np.real(np.sum(f2*f0.conj(), 1))+2*np.sum(abs(f1)**2, 1)
assert rho.min() > 1e-3 and np.max(abs(jp1)) < 1e-10
inv = integ(1/rho)
cc = np.pi/inv
vp = 0.5*(rdd/(2*rho)-rd**2/(4*rho**2))-0.5*(cc/rho)**2
eps = -vp.mean()
vp = vp+eps                                              # zero-mean convention
Ap = 1/(2*R)
h2 = rg1.h(vp, Ap+zero)
f, d = eigh(h2)
C2 = d[:, :N]
rho2, jp2 = rg1.dens(C2@C2.conj().T)
assert np.max(abs(f[:2]-eps)) < 1e-8 and f[2]-f[1] > 0.01
assert np.max(abs(rho2-rho)) < 1e-8 and np.max(abs(jp2+rho2*Ap)) < 1e-8
assert np.ptp(vp-v) > 0.01
assert abs(eigh(rg1.h(vp, zero))[0][0]-f[0]) > 1e-3      # flux 1/2 is not flux 0
assert np.max(abs(eigh(rg1.h(v, 1/R+zero))[0][:4]-e[:4])) < 1e-9   # flux 1 is
def tr(h, C): return float(np.real(np.trace(C.conj().T@h@C)))
E1, E2 = e[:N].sum(), f[:N].sum()
D1, D2 = tr(h2, C1)-E2, tr(h1, C2)-E1
assert D1 > 0 and D2 > 0 and abs(D1+D2-N/(4*R**2)) < 1e-8
false1 = tr(rg1.h(zero, zero), C1)+integ(jp1*Ap)+integ(rho*(vp-Ap**2/2))-E2
assert abs(false1+D2) < 1e-8
kk = np.fft.fftfreq(G, 1/G)/R
ft = np.fft.fft(cc/rho-Ap)
assert abs(ft[0])/G < 1e-12
kk[0] = 1.0
ft[0] = 0.0
chi = np.real(np.fft.ifft(ft/(1j*kk)))
def gauge_sum(ch):
    t1 = rg1.proj(np.exp(1j*ch)[:, None]*(rg1.B@C1))
    t2 = rg1.proj(np.exp(-1j*ch)[:, None]*(rg1.B@C2))
    return tr(h2, t1)-E2+tr(h1, t2)-E1
Dmin = gauge_sum(chi)
assert abs(Dmin-cc*np.pi) < 1e-7 and 0 < Dmin < D1+D2
eta, deta = 0.1*np.sin(2*x)+0.05*np.cos(x), (0.2*np.cos(2*x)-0.05*np.sin(x))/R
assert abs(gauge_sum(chi+eta)-Dmin-integ(rho*deta**2)) < 1e-7   # chi is the minimizer
theta = Ap*s+chi
gn = {-2: 0.3j, -1: 0.5, 0: -0.2, 1: 0.7}
ft = np.sqrt(rho)*np.exp(-1j*Ap*s)*sum(z*np.exp(1j*(2*n+1)*theta) for n, z in gn.items())
t = rg1.proj(ft)
form = ev(h2, t)-eps*np.real(t.conj()@t)
assert abs(form-cc*np.pi/2*sum(((2*n+1)**2-1)*abs(z)**2 for n, z in gn.items())) < 1e-6
print("# ring counterexample, N = 2, v = V cos(2s/R), flux 0 and 1/2")
out("V", V, "Ha"); out("Mathieu q", q); out("A'", Ap, "a.u.")
out("eps0", e[0], "Ha"); out("eps1", e[1], "Ha"); out("eps2", e[2], "Ha")
out("rho min", rho.min(), "1/bohr"); out("rho max", rho.max(), "1/bohr")
out("int ds/rho", inv, "bohr^2"); out("c", cc, "1/bohr^2")
out("v'(0)", vp[0], "Ha"); out("v'(L/4)", vp[G//4], "Ha")
out("v' min", vp.min(), "Ha"); out("v' max", vp.max(), "Ha")
out("eps (double level)", eps, "Ha"); out("next level of h'", f[2], "Ha")
out("E", E1, "Ha"); out("E'", E2, "Ha"); out("int rho(v'-v)", integ(rho*(vp-v)), "Ha")
print(f"max|rho-rho'| = {np.max(abs(rho2-rho)):.1e} 1/bohr")
print(f"max|j'| = {np.max(abs(jp2+rho2*Ap)):.1e} a.u.")
out("max|jp'|", np.max(abs(jp2)), "a.u.")
out("|<psi|psi'>|", abs(np.linalg.det(C1.conj().T@C2)))
out("d1", D1, "Ha"); out("d2", D2, "Ha"); out("faulty d1", false1, "Ha")
out("d1+d2", D1+D2, "Ha"); out("d1+d2", (D1+D2)*EV, "eV")
out("best-gauge D", Dmin, "Ha"); out("best-gauge D", Dmin*EV, "eV")
print("OK")
```

Running it gives:

```
# interacting ring pair, W = g cos((s1-s2)/R), x = s/R
v=0.3cos2x+0.1sinx, A=0.15+0.1cosx (a.u.)
v'=0.2cosx-0.25cos2x, A'=0.05-0.15sin2x (a.u.)
R = 2.000000 bohr
g = 0.200000 Ha
E = -0.277203 Ha
E' = -0.222848 Ha
d1 = 0.600191 Ha
d2 = 0.682164 Ha
terms linear in rho-rho', j-j' = 1.233100 Ha
(1/2)int(rho+rho')a^2 = 0.049255 Ha
dropped term in d1 = 0.009692 Ha
dropped term in d2 = 0.044129 Ha
gauge pair chi=0.5sinx+0.2cos2x: d1 = 0.030234 Ha
gauge pair |overlap| = 0.983249
# Fock-Darwin dot
omega = 1.000000 Ha
B = 1.000000 a.u.
B' = 2.000000 a.u.
E=Omega = 1.118034 Ha
E'=Omega' = 1.414214 Ha
d1+d2 = 0.070245 Ha
int(j-j')a = -0.129947 Ha
(1/2)int(rho+rho')a^2 = 0.200192 Ha
N=1 ring (v,A above): int(j/rho)/2pi = 0.300000
flux = 0.300000 quanta
# ring counterexample, N = 2, v = V cos(2s/R), flux 0 and 1/2
V = 0.250000 Ha
Mathieu q = 1.000000
A' = 0.250000 a.u.
eps0 = -0.056892 Ha
eps1 = -0.013781 Ha
eps2 = 0.232389 Ha
rho min = 0.023570 1/bohr
rho max = 0.354057 1/bohr
int ds/rho = 174.777152 bohr^2
c = 0.017975 1/bohr^2
v'(0) = 0.355975 Ha
v'(L/4) = -0.276032 Ha
v' min = -0.276032 Ha
v' max = 0.355975 Ha
eps (double level) = -0.057844 Ha
next level of h' = 0.321801 Ha
E = -0.070673 Ha
E' = -0.115688 Ha
int rho(v'-v) = -0.039926 Ha
max|rho-rho'| = 4.6e-14 1/bohr
max|j'| = 3.9e-14 a.u.
max|jp'| = 0.088514 a.u.
|<psi|psi'>| = 0.910972
d1 = 0.067589 Ha
d2 = 0.057411 Ha
faulty d1 = -0.057411 Ha
d1+d2 = 0.125000 Ha
d1+d2 = 3.401423 eV
best-gauge D = 0.056470 Ha
best-gauge D = 1.536617 eV
OK
```
